\section*{Von Roos mass operators, Hermiticity and BenDaniel–Duke interface conditions, part 2}

In a one-band envelope model with real, bounded potential $V(x)$ and $p=-i\hbar\,d/dx$, an electron meets an abrupt change of mass at $x=0$. The problem is how its envelope $\psi$ joins there. The mass is $m_L$ for $x<0$ and $m_R$ for $x>0$, reached as the limit $w\to0$ of a layer with $\ln m=\sigma(\xi)$, $\xi=x/w$, where $\sigma$ is constant outside $|\xi|\le\xi_0$.

The kinetic operator is $T=\tfrac12(K+K^\dagger)$, with $K=\tfrac12\,m^{\alpha}p\,m^{\beta}p\,m^{\gamma}$ and real exponents satisfying $\alpha+\beta+\gamma=-1$. The BenDaniel--Duke ordering has $\alpha=\gamma=0$. With $a=\tfrac12(\alpha+\gamma)$, $\delta=\alpha-\gamma$ and $b=-1-2a$,
\begin{equation}
T=\tfrac12\,m^a p\,m^b p\,m^a-\frac{\hbar^2\delta^2}{8m}u^2,
\qquad u=\frac{m'}{m}.
\label{recap}
\end{equation}
On a smooth profile $T$ is Hermitian for all real exponents, but its energy stays bounded below as $w\to0$ only if $\delta=0$. For every ordering the current is $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$.

The example has energy $0.30$~eV, a potential step of $0.25$~eV, $m_L=0.05\,m_e$, $m_R=0.15\,m_e$, $k_L=0.62746$~nm$^{-1}$ and $k_R=0.44368$~nm$^{-1}$, with $\hbar^2/(2m_e)=0.038100$~eV\,nm$^2$. Speeds are $v=\hbar k/m$. In the opening calculation, the faulty rule that $\psi$ and $\psi'$ are both continuous gave amplitudes $r=0.17157$ and $t=1.17157$. The reflected fraction was $R=0.02944$ and the transmitted fraction $0.3235$, so nearly two thirds of the flux was missing.

A program checks the results numerically. Its $\tanh$ profile is $\ln m=\ln m_L+s\ln(m_R/m_L)$ and $V=s\times0.25$~eV, with $s=\tfrac12[1+\tanh(x/w)]$. Its separate Hermiticity test uses $\hbar=1$, $m=1+0.6\tanh x$, $f=e^{-x^2}$ and $g=(1+x)e^{-x^2/2}$.

\subsection{Matching conditions from the layer}

Take $\delta=0$ and $\varphi=m^a\psi$. The stationary equation $(T+V-E)\psi=0$ reads
\[
-\frac{\hbar^2}{2}m^a(m^b\varphi')'+(V-E)m^{-a}\varphi=0 .
\]
Define $F=m^b\varphi'$, and use $m^{-b}=m^{1+2a}$. The equation becomes a first-order pair,
\begin{equation}
\varphi'=m^{1+2a}F,\qquad
F'=\frac{2}{\hbar^2}\,m^{-2a}(V-E)\,\varphi .
\label{pair}
\end{equation}
No derivative of the mass appears. As $w\to0$ the coefficients stay below fixed bounds, say $|\varphi'|\le A_0|F|$ and $|F'|\le B_0|\varphi|$. The combination $N=\sqrt{B_0}\,|\varphi|+\sqrt{A_0}\,|F|$ then changes at a rate of at most
\[
\sqrt{B_0}\,A_0|F|+\sqrt{A_0}\,B_0|\varphi|=\sqrt{A_0B_0}\,N ,
\]
so $N$ grows by at most a factor $\exp(2\xi_0w\sqrt{A_0B_0})$ across the layer. Both $\varphi$ and $F$ therefore remain bounded, and by \eqref{pair} each changes by an amount of order $w$. In the limit both are continuous.

Outside the layer $m$ is constant, so $\varphi'=m^a\psi'$ and $F=m^{a+b}\psi'=m^{-1-a}\psi'$. The conditions for general $a$ are
\begin{equation}
m^a\psi\ \text{ continuous},\qquad
m^{-a}\,\frac{\psi'}{m}\ \text{ continuous}.
\label{match}
\end{equation}
In terms of the ratio $\lambda=(m_L/m_R)^a$,
\begin{equation}
\psi_R=\lambda\,\psi_L,\qquad
\left(\frac{\psi'}{m}\right)_R=\frac1\lambda\left(\frac{\psi'}{m}\right)_L .
\label{lambda}
\end{equation}
The program does not assume these rules. It integrates the equation for $\psi$ itself, with the derivatives of the mass written out, through a $\tanh$ layer with $w=10^{-4}$~nm. For $a=-\tfrac12$ it finds $\psi_R/\psi_L=1.7321$ and a ratio of $0.5774$ for $\psi'/m$, which are $\sqrt3$ and $1/\sqrt3$. For $a=-\tfrac14$ the ratios are $1.3161$ and $0.7598$. For $a=0$ both are $1.0000$.

\subsection{Current and Hermiticity at the interface}

On each side of an abrupt interface the kinetic operator acts as $-(\hbar^2/2)(\psi'/m)'$. For two functions $f$ and $g$,
\[
f^*\left(\frac{g'}{m}\right)'-\left(\frac{f'^*}{m}\right)'g
=\frac{d}{dx}W,\qquad
W=\frac{f^*g'-f'^*g}{m},
\]
since the products $f'^*g'/m$ cancel. Integrate over $x<0$ and $x>0$ separately, with nothing left at infinity:
\begin{equation}
\langle f|Tg\rangle-\langle Tf|g\rangle
=\frac{\hbar^2}{2}\left[W(0^+)-W(0^-)\right].
\label{boundary}
\end{equation}
Hermiticity now depends on the joining rule. Under \eqref{lambda}, $f$ and $g$ acquire a factor $\lambda$ while $f'/m$ and $g'/m$ acquire $1/\lambda$. Each product in $W$ is unchanged and the right side vanishes.

For $f=g=\psi$,
\[
W=\frac{2i}{m}\,\mathrm{Im}(\psi^*\psi')=\frac{2i}{\hbar}\,j ,
\]
so a rule that makes \eqref{boundary} vanish also makes $j$ continuous.

If instead $\psi$ and $\psi'$ are continuous, the numerator of $W$ is continuous but the mass below it is not. Then $j_R=(m_L/m_R)\,j_L$, and the operator is not Hermitian for $m_L\ne m_R$. This accounts for the missing flux. In units of the incident flux, $j_L=1-R=0.97056$. One third of it, $0.32352$, appears on the right, which is the transmitted fraction printed for this rule.

\subsection{What selects the BenDaniel--Duke ordering}

The factors $\lambda$ and $1/\lambda$ cancel in the current for every $a$. Conservation of flux, like Hermiticity, cannot determine $a$. A separate physical statement is needed: the envelope $\psi$ itself is continuous. By \eqref{lambda} this requires $\lambda=1$, and for $m_L\ne m_R$ that means $a=0$. With $\delta=0$ both outer exponents vanish, so
\begin{equation}
T=\tfrac12\,p\,\frac1m\,p,\qquad
\psi\ \text{and}\ \frac{\psi'}{m}\ \text{continuous}.
\label{bdd}
\end{equation}
Unless its slope is zero there, the function $\psi$ has a kink at the interface: the slope on the right is $m_R/m_L$ times the slope on the left, so it is steeper on the heavy side. What is continuous is $\psi'/m$. On each side, where the mass is constant, $-i\hbar\psi'/m$ is the velocity operator $p/m$ applied to $\psi$.

The continuity of $\psi$ is an assumption of the one-band model. The full wave function is the envelope times a function with the lattice period. If that periodic function is taken to be the same on both sides, a jump in the envelope would be a jump in the full wave function. Where the periodic functions differ appreciably, or where several bands mix at the interface, this argument does not apply.

A sharp potential $g_0\,\delta(x)$ at the interface also changes the conditions. Integrating the equation for $\psi'/m$ across it gives
\[
\left(\frac{\psi'}{m}\right)_R-\left(\frac{\psi'}{m}\right)_L
=\frac{2g_0}{\hbar^2}\,\psi(0) .
\]
Then $\psi$ is still continuous, but $\psi'/m$ jumps unless $\psi(0)=0$. The current is unchanged, because for real $g_0$ the added term in $\psi^*\psi'/m$ is real.

\subsection{Reflection at the step}

The orderings with $\delta=0$ can be compared in one calculation. For energies above the step let
\[
\varphi=e^{ik_Lx}+r\,e^{-ik_Lx}\ (x<0),\qquad
\varphi=\tau\,e^{ik_Rx}\ (x>0),
\]
and define $Z=k\,m^b$ on each side. Continuity of $\varphi$ and of $F=m^b\varphi'$ at $x=0$ gives
\[
1+r=\tau,\qquad Z_L(1-r)=Z_R\tau .
\]
Substituting the first into the second, $Z_L(1-r)=Z_R(1+r)$, so
\begin{equation}
r=\frac{Z_L-Z_R}{Z_L+Z_R},\qquad
\tau=\frac{2Z_L}{Z_L+Z_R}.
\label{amps}
\end{equation}
Since $\varphi^*F=\psi^*\psi'/m$ where $m$ is constant, the current is $j=\hbar\,\mathrm{Im}(\varphi^*F)$. The incident, reflected and transmitted fluxes are $\hbar Z_L$, $\hbar Z_Lr^2$ and $\hbar Z_R\tau^2$. The two fractions are
\begin{equation}
R=\left(\frac{Z_L-Z_R}{Z_L+Z_R}\right)^2,\qquad
\mathcal T=\frac{4Z_LZ_R}{(Z_L+Z_R)^2},
\label{RT}
\end{equation}
and $R+\mathcal T=1$ because $(Z_L-Z_R)^2+4Z_LZ_R=(Z_L+Z_R)^2$.

For the BenDaniel--Duke ordering $b=-1$, and $Z=k/m$ is proportional to the speed. With masses in units of $m_e$,
\[
\frac{k_L}{m_L}=12.549,\quad \frac{k_R}{m_R}=2.958,\quad
r=\frac{12.549-2.958}{12.549+2.958}=0.6185 .
\]
So $R=0.3826$ and $\mathcal T=0.6174$. The direct integration through a layer with $w=0.01$~nm gives $\mathcal T=0.61747$, against the abrupt value $0.61744$.

For $a=-\tfrac12$, $b=0$ and $Z=k$. Then $R=0.0294$ and $\mathcal T=0.9706$. The reflection equals that of the faulty rule in the opening example, because with $b=0$ the functions $\varphi$ and $\varphi'$ are joined just as $\psi$ and $\psi'$ were there. The difference lies in the transmitted wave: here $\psi$ also jumps by $\sqrt3$, which multiplies the transmitted flux by 3 and restores the balance. Both this ordering and BenDaniel--Duke conserve flux, yet their reflected fractions differ by a factor of 13. The choice of $a$ has physical content.

Three limits follow from \eqref{RT}. As the energy approaches the top of the step, $Z_R\to0$ and $R\to1$. For BenDaniel--Duke ordering, reflection vanishes when the speeds are equal, even if the wave numbers differ. If there is no potential step, $k\propto\sqrt m$ and $Z\propto m^{-1/2-2a}$. A change of mass alone then reflects for $a=0$, with
\[
r=\frac{\sqrt{m_R}-\sqrt{m_L}}{\sqrt{m_R}+\sqrt{m_L}},
\]
whereas for $a=-\tfrac14$ it does not reflect at all.

\subsection{Unequal exponents close the interface}

For $\delta\ne0$ the extra term in \eqref{recap} must be added to the layer equation. After division by $-(\hbar^2/2)m^a$ it reads
\[
F'=-\frac{\delta^2}{4}m^bu^2\varphi+\frac{2}{\hbar^2}m^{-2a}(V-E)\varphi .
\]
Let $x=w\xi$ and $G=wF$. With $u=\sigma'/w$,
\[
\frac{d\varphi}{d\xi}=m^{-b}G,\qquad
\frac{dG}{d\xi}=-\frac{\delta^2}{4}m^b\sigma'^2\varphi+O(w^2)\varphi .
\]
To leading order the width has disappeared, and the layer acts through a fixed real matrix,
\[
\begin{pmatrix}\varphi_R\\ wF_R\end{pmatrix}
=\begin{pmatrix}A&B\\ C&D\end{pmatrix}
\begin{pmatrix}\varphi_L\\ wF_L\end{pmatrix},\qquad AD-BC=1 .
\]
The determinant is one because $\varphi_1G_2-\varphi_2G_1$ is constant for any two solutions. The inverse relations are
\[
\varphi_L=D\varphi_R-wBF_R,\qquad
F_L=-\frac Cw\,\varphi_R+AF_R .
\]
On the right $\varphi_R=\tau$ and $F_R=iZ_R\tau$. On the left $\varphi_L=1+r$ and $F_L=iZ_L(1-r)$, so $\varphi_L+F_L/(iZ_L)=2$. If $C\ne0$, the term in $1/w$ dominates and
\begin{equation}
|\tau|\to\frac{2Z_Lw}{|C|},\qquad
\mathcal T=\frac{Z_R}{Z_L}|\tau|^2\to\frac{4Z_LZ_R\,w^2}{C^2}.
\label{opaque}
\end{equation}
The interface becomes opaque. For $\alpha=-1$, $\gamma=0$ and the $\tanh$ profile, $C=-0.09741$ and $Z=k$. At $w=10^{-3}$~nm,
\[
\mathcal T\approx\frac{4\times0.62746\times0.44368\times10^{-6}}{(0.09741)^2}
=1.17\times10^{-4},
\]
and direct integration gives $1.1734\times10^{-4}$. The term dropped from $2/\tau$ is $D+AZ_R/Z_L$, so the law needs $w\ll|C|/|DZ_L+AZ_R|$, which here is close to $|C|/(Z_L+Z_R)\approx0.09$~nm. At $w=0.09$~nm the true transmission is already only about half of \eqref{opaque}. The law concerns the mathematical limit more than a real graded layer.

The coefficient $C$ can vanish in special cases. For $\alpha=-1$, $\gamma=0$ one has $b=0$ and $\delta^2=1$. Let $\ln m$ rise linearly by $\Lambda$ across $0\le\xi\le1$. The solution that starts with $\varphi=1$ and $G=0$ is $\varphi=\cos(\Lambda\xi/2)$, and
\[
C=\frac{d\varphi}{d\xi}\Big|_{\xi=1}=-\frac\Lambda2\sin\frac\Lambda2 .
\]
Its first zero, $\Lambda=2\pi$, needs a mass ratio of about 535. Even there the energy is unbounded below as $w\to0$, so this resonance does not rescue unequal exponents.

\subsection{A quantum well}

The joining rule also shifts bound levels. Take a well of width $\ell=8$~nm with mass $m_w=0.05\,m_e$ between barriers of mass $m_b=0.15\,m_e$ and height $V_0=0.25$~eV. The ground state is even:
\[
\psi=\cos kx\ \ (|x|<\ell/2),\qquad
\psi=c\,e^{-\kappa(|x|-\ell/2)}\ \ (|x|>\ell/2),
\]
with $k=\sqrt{2m_wE}/\hbar$ and $\kappa=\sqrt{2m_b(V_0-E)}/\hbar$. Continuity of $\psi$ and $\psi'/m$ at $x=\ell/2$ gives
\[
\cos\frac{k\ell}{2}=c,\qquad
\frac{k}{m_w}\sin\frac{k\ell}{2}=\frac{\kappa}{m_b}\,c ,
\]
and division of the second by the first gives
\begin{equation}
\frac{k}{m_w}\tan\frac{k\ell}{2}=\frac{\kappa}{m_b}.
\label{well}
\end{equation}
The lowest root is $E_1=40.380$~meV. As a check, this energy gives $k=0.2302$~nm$^{-1}$ and $\kappa=0.9084$~nm$^{-1}$. With masses in units of $m_e$, both sides of \eqref{well} are then $6.06$~nm$^{-1}$.

Diagonalization of $\tfrac12p(1/m)p+V$ on a grid, with no joining rule imposed separately, also gives $40.380$~meV. Its eigenfunction has a slope ratio of $2.9999$ between barrier and well at the interface, close to the mass ratio $3$.

Continuity of $\psi$ and $\psi'$ would give $k\tan(k\ell/2)=\kappa$ and a level at $71.090$~meV, which is 76\% above the BenDaniel--Duke value. The Hermitian ordering $a=-\tfrac12$ gives the same condition and the same level, because with $b=0$ the functions $\varphi$ and $\varphi'$ are continuous. So this level is wrong only relative to the choice $a=0$. The direction of the shift follows from \eqref{well}, written as $k\tan(k\ell/2)=(m_w/m_b)\kappa$. Up to $k\ell=\pi$ the left side rises with energy while the right side falls. Replacing the factor $m_w/m_b=1/3$ by 1 raises the right side and moves the crossing to a higher energy.

\section*{Computed results}
\begin{verbatim}
hbar^2/(2 m_e) = 0.038100 eV nm^2
masses: left 0.05, right 0.15 m_e
potential step = 0.25 eV, energy = 0.30 eV
k_L = 0.62746 1/nm, k_R = 0.44368 1/nm
v_L = 1.4528e+06 m/s, v_R = 3.4242e+05 m/s
Hermiticity test, <f|Kg>-<Kf|g> (dimensionless):
  single product alpha=-1, gamma=0: -0.431073
  same from derived K-K^dagger:     -0.431073
  alpha=gamma=-1/4 below 1e-9: True
  symmetrized below 1e-9: True
alpha=gamma=a: abrupt R, T; T of smooth layer w=0.01 nm
  a= 0.00: R=0.38256, T=0.61744, T_smooth=0.61747
  a=-0.25: R=0.17657, T=0.82343, T_smooth=0.82345
  a=-0.50: R=0.02944, T=0.97056, T_smooth=0.97056
right/left ratios at w=0.0001 nm (dimensionless):
  a= 0.00: psi 1.0000, psi'/m 1.0000
  a=-0.25: psi 1.3161, psi'/m 0.7598
  a=-0.50: psi 1.7321, psi'/m 0.5774
BDD amplitudes: r=0.61851, t=1.61851
naive psi, psi' joining: r=0.17157, t=1.17157
  R=0.02944, T=0.32352, R+T=0.35296
unequal exponents: coupling C, width, T computed, T limit law
  (-1.0,0.0) C=-0.09741 w=1e-03 nm T=1.1734e-04 law=1.1735e-04
  (-1.0,0.0) C=-0.09741 w=1e-04 nm T=1.1735e-06 law=1.1735e-06
  (0.0,-0.5) C=-0.08541 w=1e-03 nm T=1.7589e-03 law=1.7627e-03
  (0.0,-0.5) C=-0.08541 w=1e-04 nm T=1.7627e-05 law=1.7627e-05
resonant mass ratio, exponential grade: 535.49
lowest level of smooth step, alpha=-1, gamma=0:
  w=0.002 nm: E0=-245.82 eV
  w=0.001 nm: E0=-983.75 eV
  ratio on halving w: 4.0019
  control a=-1/2, w=0.001 nm, finite box: 5.761 eV
well width = 8.0 nm, barrier = 0.25 eV
  BDD matching:    E1 = 40.380 meV
  diagonalization: E1 = 40.380 meV
  naive joining:   E1 = 71.090 meV
  slope ratio barrier/well at interface = 2.9999
  mass ratio barrier/well = 3.0000
\end{verbatim}
